# Axial growth of an isolated nanowire fed by substrate adatoms

A semiconductor nanowire growing from a flat substrate under an atomic beam can lengthen many times faster than a film under the same beam would thicken. A flat top, whatever its size, intercepts only enough material to grow at the film's rate. A catalyst droplet bulging beyond the wire catches somewhat more, about twice as much for a contact angle of 130° under a beam 30° from the axis. Much of the supply can instead land on the surrounding substrate, wander to the foot of the wire, climb its side and be built in at the top. How much this route delivers depends on how far an adatom travels before it is lost, and on how the wire radius compares with that distance.

Let a cylindrical wire of constant radius \(R\) stand alone on a wide substrate. The beam brings a uniform crystal volume \(F\) per substrate area and time, a quantity with the units of speed. Each adatom contributes a crystal volume \(\Omega\), so \(F/\Omega\) adatoms arrive per area and time. In a III–V compound grown with the group-V element in excess, the adatoms are those of the group-III element and \(\Omega\) is the volume of one III–V pair. The adatoms have areal density \(n\) and diffusion coefficient \(D\), and are lost at the rate \(n/\tau\), by evaporation or by incorporation into the substrate. The linear form of this loss is an assumption, examined below. Treating incorporation at atomic steps as a uniform loss also presumes that an adatom usually crosses many steps before it is built in. If every step captured the adatoms that reached it, the supply would depend on where the wire stands between the steps.

Consider the ring between \(r\) and \(r+dr\) around the wire axis. The density rises outwards, so adatoms flow inwards, and the number crossing the circle of radius \(r\) per unit time is \(Q(r)=2\pi r D\,n'(r)\). The ring gains \(Q(r+dr)\) at its outer edge and passes \(Q(r)\) on at its inner edge. In the steady state
\[
Q(r+dr)-Q(r)+2\pi r\,dr\left(\frac F\Omega-\frac n\tau\right)=0 .
\]
Division by \(2\pi r\,dr\) gives
\[
D\left(n''+\frac{n'}{r}\right)-\frac n\tau+\frac F\Omega=0 .
\]
Far from the wire the derivatives vanish and \(n\) tends to \(n_\infty=F\tau/\Omega\).

Define the diffusion length \(\lambda=\sqrt{D\tau}\), the scaled radius \(s=r/\lambda\) and the relative depletion \(w=1-n/n_\infty\). Substituting \(n=n_\infty(1-w)\), the constant part of the loss cancels the supply. Multiplying what remains by \(-\tau/n_\infty\) leaves
\[
\frac{d^2w}{ds^2}+\frac1s\frac{dw}{ds}-w=0 ,
\]
the modified Bessel equation of order zero. Its solutions are \(I_0(s)\), which grows without limit at large \(s\), and \(K_0(s)\), which decays. The depletion must vanish far away, so \(I_0\) is excluded. If the base is a perfect sink, \(n(R)=0\) and \(w=1\) there. With \(x=R/\lambda\),
\[
n(r)=n_\infty\left[1-\frac{K_0(r/\lambda)}{K_0(x)}\right].
\]

The slope at the base follows from the integral form
\[
K_0(s)=\int_0^\infty e^{-s\cosh t}\,dt ,\qquad
K_0'(s)=-\int_0^\infty e^{-s\cosh t}\cosh t\,dt=-K_1(s).
\]
The inward flux per length of perimeter is therefore
\[
j=D\,n'(R)=\frac{Dn_\infty}{\lambda}\frac{K_1(x)}{K_0(x)}
=\frac{F\lambda}{\Omega}\frac{K_1(x)}{K_0(x)},
\]
where \(Dn_\infty/\lambda=D\tau F/(\Omega\lambda)\) and \(D\tau=\lambda^2\) were used.

A sink at the base fixes the capture, but not yet the growth of the top. For that, assume that every captured adatom reaches the top and is built in there. The volume delivered per time, \(2\pi R\,\Omega j\), then equals the volume added, \(\pi R^2V\), and
\[
V=\frac{2F\lambda}{R}\,\frac{K_1(R/\lambda)}{K_0(R/\lambda)} .
\]
This \(V\) is the substrate's contribution to the speed of the top in the laboratory. Atoms that strike the top or the sidewall directly add to it. For a perfect sink the ratio \(V/F\) depends on \(R/\lambda\) alone. The separate values of \(D\) and \(\tau\) still affect the adatom density and the time needed to reach the steady state, and they affect the rate itself when the sink is imperfect, as shown below.

The same result follows from the fate of single adatoms. Let \(p(r)\) be the probability that an adatom landing at \(r\) reaches the wire before it is lost. During a short time \(dt\) it survives with probability \(1-dt/\tau\), while diffusion changes the mean of \(p\) at its position by \(D\nabla^2p\,dt\). Hence
\[
p=\left(1-\frac{dt}{\tau}\right)\left(p+D\nabla^2p\,dt\right),
\]
and the terms of first order in \(dt\) give \(\lambda^2\nabla^2p=p\). Since \(p(R)=1\) and \(p\to0\) far away, \(p(r)=K_0(r/\lambda)/K_0(x)\). The substrate thus acts as if a capture area
\[
A=\int_R^\infty2\pi r\,p(r)\,dr
=\frac{2\pi\lambda^2}{K_0(x)}\int_x^\infty sK_0(s)\,ds
\]
sent all its adatoms to the wire. The Bessel equation can be written \((sK_0')'=sK_0\), which with \(K_0'=-K_1\) means \(sK_0=-(sK_1)'\). The integral is \(xK_1(x)\), because \(sK_1\) vanishes at infinity. So \(A=2\pi R\lambda K_1(x)/K_0(x)\), and \(FA/(\pi R^2)\) is again \(V\).

For a thick wire, \(x\gg1\), the expansions \(K_0\propto1-1/(8x)\) and \(K_1\propto1+3/(8x)\), with a common prefactor, give \(K_1/K_0\approx1+1/(2x)\) and
\[
V\approx\frac{2F\lambda}{R}+\frac{F\lambda^2}{R^2}
=F\,\frac{(R+\lambda)^2-R^2}{R^2}.
\]
To this order the wire collects as much material as falls within \(\lambda\) of its edge, although some of it comes from farther away and some of the nearer material is lost. For a thin wire, \(x\ll1\), \(K_1\approx1/x\) and \(K_0\approx\ln(2/x)-\gamma_E\), where \(\gamma_E\approx0.577\) is Euler's constant. Then
\[
V\approx\frac{2F\lambda^2}{R^2\left[\ln(2\lambda/R)-\gamma_E\right]} .
\]
The capture area now depends on \(R\) only through a logarithm, but that logarithm keeps the rise of the rate noticeably slower than \(1/R^2\) at practical radii: in the example below, \(V\) grows roughly as \(R^{-1.6}\) between 25 and 10 nm.

As an example take \(R=25\) nm, \(F=0.20\) nm/s, \(D=1.0\times10^6\) nm²/s and \(\tau=0.010\) s. Then \(\lambda=\sqrt{10^4}\) nm \(=100\) nm and \(x=0.25\), where \(K_1/K_0=3.7470/1.5415=2.431\). The rate is
\[
V=\frac{2(0.20)(100)}{25}\times2.431\ \text{nm/s}
=1.600\times2.431\ \text{nm/s}=3.89\ \text{nm/s},
\]
or 14.0 µm/h, about 19 times \(F\). The capture area is \(3.82\times10^4\) nm², equal to that of a ring reaching from the wire edge to 113 nm from the axis. The thick-wire formula gives 4.80 nm/s and the thin-wire formula 4.26 nm/s, too high by 23% and 10% of the full result; this wire lies between the limits.

With \(F\) and \(\lambda\) held fixed, \(V\) is 16.2 nm/s at \(R=10\) nm, 1.43 at 50 nm, 0.57 at 100 nm and 0.25 at 200 nm. Doubling the radius from 100 to 200 nm lowers the rate by a factor of 2.3, approaching the factor of 2 of the thick limit.

Two tests bear on these formulas. A direct numerical solution of the diffusion balance at \(R/\lambda=0.01\), 0.25, 1 and 5 reproduced the rate with a largest relative deviation of \(4.5\times10^{-7}\). Random walks with loss, \(10^5\) from each starting point, ended at the wire in fractions 0.5971 from \(r=50\) nm and 0.1911 from 125 nm, where \(p\) is 0.5997 and 0.1931. Both differences are below two standard errors.

With a perfect sink at the base, the steady state is reached quickly. Suppose the substrate is empty when the beam opens, and let \(c=n/n_\infty\), with steady profile \(c_s(r)\). The missing part \(c_s-c\) obeys the diffusion equation with loss but no supply. Writing it as \(e^{-t/\tau}v(r,t)\) removes the loss: \(\partial_tv=D\nabla^2v\), with \(v=0\) at the base and \(v=c_s\) initially. Since \(\nabla^2c_s=(c_s-1)/\lambda^2\le0\), \(v\) starts by falling or staying constant everywhere. Its time derivative obeys the same diffusion equation and vanishes at the base, so it stays nonpositive. Therefore \(v\le c_s\), and as both vanish at \(R\), the slope of \(v\) there cannot exceed that of \(c_s\). The missing fraction of the capture rate is at most \(e^{-t/\tau}\). In the example it is 26%, 8.8% and 3.1% after one, two and three lifetimes, below the bounds of 37%, 14% and 5%. Three lifetimes are 0.03 s, in which the wire would grow about 0.1 nm even at the full rate.

The assumption of a perfect sink is more delicate, because the base is a junction between two surfaces and the adatoms are consumed at the top. Let the sidewall have length \(L\), diffusion coefficient \(D_w\), lifetime \(\tau_w\) and diffusion length \(\lambda_w=\sqrt{D_w\tau_w}\), and let its top be the perfect sink. Assume that the densities on sidewall and substrate are equal at the junction, with value \(n_0\). Without direct supply, the sidewall density obeys \(\lambda_w^2n_w''=n_w\), so that at height \(z\)
\[
n_w(z)=n_0\,\frac{\sinh[(L-z)/\lambda_w]}{\sinh(L/\lambda_w)} .
\]
The upward flux \(-D_wn_w'\) at \(z=0\) is \(hn_0\), with \(h=(D_w/\lambda_w)\coth(L/\lambda_w)\). At \(z=L\) it is \((D_w/\lambda_w)n_0/\sinh(L/\lambda_w)=hn_0/\cosh(L/\lambda_w)\). On the substrate the depletion at the base is now \(1-n_0/n_\infty\) instead of 1, which scales the whole profile, so the flux supplied is \(u(n_\infty-n_0)\) with \(u=(D/\lambda)K_1(x)/K_0(x)\). Equating \(u(n_\infty-n_0)=hn_0\) gives \(n_0=n_\infty u/(u+h)\). The flux reaching the top, divided by the perfect-sink value \(un_\infty\), is
\[
\frac{V_L}{V}=\frac{h}{h+u}\,\frac{1}{\cosh(L/\lambda_w)} .
\]
The first factor describes the density that builds up at the base, the second the loss on the way up. The base is a perfect sink only when \(h\gg u\). For \(L\ll\lambda_w\), \(h\approx D_w/L\), and the condition becomes \(L\ll D_w/u\): even a sidewall without loss throttles the supply if it is long. Equal densities at the junction presume that adatoms bind equally strongly to both surfaces. If local equilibrium instead makes the sidewall density there \(\kappa\) times the substrate density, \(h\) is replaced by \(\kappa h\) in the first factor.

For the example \(u=2.43\times10^4\) nm/s. Taking \(D_w=2.0\times10^7\) nm²/s and \(\lambda_w=2000\) nm, the length \(D_w/u\) is about 820 nm. At \(L=300\) nm the two factors are 0.734 and 0.989, and the rate falls from 3.89 to 2.82 nm/s. At \(L=1000\) nm they are 0.471 and 0.887, and the rate is 1.62 nm/s. Most of the reduction comes from the imperfect sink, not from loss on the sidewall. These numbers are sensitive to the binding: at 850 K, a sidewall that binds adatoms 0.1 eV more weakly than the substrate (\(\kappa\approx0.26\)) would lower the rate at 1000 nm to about 0.64 nm/s, and one that binds them 0.1 eV more strongly (\(\kappa\approx3.9\)) would raise it to about 2.7 nm/s. With the other parameters fixed, the substrate's contribution falls as the wire lengthens. The wire as a whole need not keep slowing down, because direct supply to the sidewall, left out here, grows with its length until \(L\) is of order \(\lambda_w\). With this sidewall, equal junction densities and the 30° beam considered below, the total rate falls from about 4.1 nm/s for a very short wire to about 3.6 nm/s at 300 to 600 nm, then rises to 4.3 nm/s at 2 µm and levels off near 6 nm/s. At 2 µm the net flow at the base already runs from the wire to the substrate.

The density at the base can also stay finite because the growing top holds adatoms in equilibrium with it. If transport up the wire is fast and this fixes a base density \(n_b\), the depletion there is \(1-n_b/n_\infty\), and \(V\) is multiplied by that number. Building in one III–V pair lengthens the wire by \(\Omega/(\pi R^2)\) and so adds a sidewall area \(2\Omega/R\). With a sidewall surface energy \(\gamma\) this costs the energy \(2\gamma\Omega/R\). If the group-V supply keeps a fixed chemical potential, equilibrium with the top raises the chemical potential of the group-III adatoms by this amount and, since they are dilute, \(n_b\) by the Gibbs–Thomson factor \(\exp[2\gamma\Omega/(Rk_BT)]\). With \(\gamma=1.0\) J/m², \(\Omega=0.045\) nm³ and \(T=850\) K this is 1.36. If \(n_b/n_\infty\) were 0.10 for a very thick wire, it is 0.136 here, and \(V\) is multiplied by 0.864. The exponent, 0.307 at 25 nm, grows as \(1/R\) and reaches \(\ln10\) near \(R=3\) nm. There the supply stops in this model, so the rise of \(V\) towards small radii cannot continue indefinitely.

Neighbouring wires compete for the same adatoms. For a square array of pitch \(P\), replace the cell of one wire by a circle of equal area, \(\pi a^2=P^2\), with no flux through its edge. Now \(I_0\) must be kept. With \(X=a/\lambda\) and \(I_0'=I_1\), the condition \(w'(X)=0\) requires \(w\propto I_1(X)K_0(s)+K_1(X)I_0(s)\). Normalizing to \(w(x)=1\) and taking \(-w'(x)\) replaces \(K_1(x)/K_0(x)\) in the rate by
\[
\frac{K_1(x)I_1(X)-I_1(x)K_1(X)}{K_0(x)I_1(X)+I_0(x)K_1(X)} .
\]
In this circular-cell approximation the rate at a pitch of 500 nm is 0.990 of the isolated value, and at 200 nm only 0.656. The square cell itself gives slightly less, 0.989 and 0.653. At 200 nm the free substrate per wire is \(200^2-\pi25^2\approx3.80\times10^4\) nm², slightly less than the isolated capture area. The isolated formula would there claim more material than falls on the free substrate of the cell.

The beam direction brings two further effects. Let the beam make an angle of 30° with the wire axis while the sample rotates, with \(F\) the flux on unshaded substrate. A wire 300 nm long casts a shadow strip of width \(2R\), reaching \(300\tan30^\circ=173\) nm from its axis if the round end of the shadow is neglected. At distance \(r\) the strip covers an arc of length \(2r\arcsin(R/r)\). Because the balance is linear, each missing adatom is weighted by \(p(r)\), and the lost capture area is
\[
\Delta A=\int_R^{L\tan\theta}2r\arcsin\!\left(\frac Rr\right)p(r)\,dr ,
\]
which is about 7% of \(A\). The sidewall itself intercepts a volume \(2RLF\tan\theta\) per time, worth 0.88 nm/s of axial growth if all of it reached the top; a flat top receives a further 0.20 nm/s. If the substrate loss is entirely film growth, the distant film rises at \(F\), and the length visible above it grows more slowly than the top moves, by 5.1% of \(V\). These corrections are separate estimates. They act on one another and should not simply be multiplied together.

The linear loss law rests on a stronger condition. The distant adatom density is \(n_\infty=0.20\times0.010/0.045=0.044\) nm⁻², which is 0.74% of an assumed 6 sites per nm². Even at this low coverage, an adatom meets others at a rate of order \(Dn_\infty\), with a numerical factor of a few. Since \(Dn_\infty\tau=444\), this means hundreds to thousands of meetings in its lifetime. The linear law holds only if the chance that a meeting ends in a permanent pair is well below \(1/444\), or 0.23%, divided by that numerical factor. A chance of 0.023% lowers the rate by 5% if the factor in the pairing loss is 1, and by 18% if it is 5. If every meeting were permanent, supply would balance pairing at \(Dn^2\sim F/\Omega\), giving \(n\sim0.002\) nm⁻² and a diffusion length \(1/\sqrt n\) of roughly 20 nm. That is close to \(R\), and although pairing is not a linear loss, the value found above for \(R=\lambda\) suggests that the rate would drop to about 0.5 nm/s or less. Islands grown from the pairs would capture adatoms too and lower it further.

The parameters are round values chosen to illustrate III–V wires grown by molecular-beam epitaxy. The diffusion lengths are uncertain: they depend on the surface, the temperature and the group-V supply, and the sidewall values here are assumptions. For wires that reach micrometres in length, the perfect sink is in doubt. With the sidewall and the equal junction densities assumed here, a length of 1 µm already lowers the substrate's contribution from 3.9 to 1.6 nm/s. The formula is therefore best suited to short, widely spaced wires on a surface where adatom pairs readily break up. Short is meant strictly: with this sidewall, the substrate's contribution is already 10% below the perfect-sink value at a length of about 90 nm. The chosen parameters and the main results are listed in the numerical output.

## Table of computed values

```
Wire radius R = 25 nm
Substrate volume flux F = 0.20 nm/s
Diffusion coefficient D = 1.0e+06 nm^2/s
Adatom lifetime tau = 0.010 s
Diffusion length lambda = 100.0 nm
Volume per adatom Omega = 0.045 nm^3
Temperature T = 850 K
Far adatom density = 0.0444 nm^-2
Chosen site density = 6.0 nm^-2
Far coverage = 0.74 %
R/lambda = 0.250
K0 = 1.5415, K1 = 3.7470, K1/K0 = 2.4308
Prefactor 2F lambda/R = 1.600 nm/s
Substrate axial rate V = 3.889 nm/s
Same rate V = 14.00 um/h
V/F = 19.45
Capture area = 38182 nm^2
Outer collection radius = 113.0 nm
Thick-wire formula here = 4.800 nm/s
Thin-wire formula here = 4.260 nm/s
V at R = 10 nm: 16.240 nm/s
V at R = 50 nm: 1.433 nm/s
V at R = 100 nm: 0.572 nm/s
V at R = 200 nm: 0.246 nm/s
Largest numerical rate deviation = 4.5e-07
Capture from r = 50 nm: walks 0.5971, p 0.5997
Capture from r = 125 nm: walks 0.1911, p 0.1931
Missing rate at t = 1 tau: 26.14 %
Missing rate at t = 2 tau: 8.82 %
Missing rate at t = 3 tau: 3.08 %
Sidewall D = 2.0e+07 nm^2/s, length = 2000 nm
Substrate supply speed G D/lambda = 24308 nm/s
L = 300 nm: sink factor 0.734, transport 0.989
  combined 0.726, rate 2.824 nm/s
L = 1000 nm: sink factor 0.471, transport 0.887
  combined 0.418, rate 1.624 nm/s
Neighbour factor, pitch 200 nm: 0.656
Neighbour factor, pitch 500 nm: 0.990
Surface energy = 1.0 J/m^2
Flat base density ratio = 0.10
Gibbs-Thomson factor = 1.359
Base-density rate factor = 0.864
Beam angle from wire axis = 30 deg
Shadow length at L = 300 nm: 173.2 nm
Shadow loss = 7.3 %
Direct flux on top = 0.20 nm/s
Direct sidewall supply = 0.882 nm/s
Largest film rise / V = 5.1 %
Rough encounters per lifetime = 444
Rough permanent-pair limit = 0.23 %
```
